**Fourth 1s hole on a triple acceptor: one-exponent formula against fuller solutions**

The program treats $N$ holes around an attractor of charge $Z$, with one isotropic mass and four component labels, in effective Rydbergs $Ry^*$ and effective Bohr radii $a^*$. It asserts that direct radial integration and minimization reproduce $E_N=-N[Z-5(N-1)/16]^2$ for two, three and four holes at $Z=3$, which gives a fourth-hole binding of $3/32\ Ry^*$. A free common orbital raises the binding to 0.472, and its four-hole energy is asserted to agree with a separate hydride Hartree–Fock calculation scaled by the derived factor. A correlated expansion in s, p and d orbitals gives 0.711, and the four-hole energy is asserted to lie clearly below a pair-based floor for three holes. The output also shows that the one-exponent formula wrongly refuses an extra hole to single and double acceptors. A lithium calculation shows that a two-component shell binds its fourth carrier by 0.044, in 2s. For mass $0.2\,m_e$ and dielectric constant 16, the one-exponent and correlated bindings are 1.00 and 7.56 meV. The program also sizes the effects of temperature, field, centre density, band masses and a weak central-cell attraction.

## Numerical verification

```python
# RESULT UNDER TEST: N holes (N <= 4) in one orbital exp(-zeta r) around an
# attractor of charge Z have E(N) = -N (Z - 5(N-1)/16)^2 effective Rydberg,
# so a triple acceptor (Z = 3) binds a fourth 1s hole by 3/32 Ry*.
# The same isotropic Hamiltonian, H = sum(p^2 - 2Z/r) + sum_pairs 2/r12,
# is also solved with a free common orbital and with correlation.
# Energies: Ry* ; lengths: effective Bohr radius a* ; zeta: orbital exponent.
from functools import reduce
from itertools import combinations, permutations, product
from math import factorial, pi, sqrt, exp
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid, quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import lpmv
from pyscf import gto, scf, cc, fci


# ---- component labels: number of antisymmetric states by explicit counting
def antisymmetric_states(components, particles):
    total = 0.0
    for perm in permutations(range(particles)):
        sign = np.linalg.det(np.eye(particles)[list(perm)])
        fixed = sum(all(t[i] == t[perm[i]] for i in range(particles))
                    for t in product(range(components), repeat=particles))
        total += sign * fixed
    return round(total / factorial(particles))


labels = {n: antisymmetric_states(4, n) for n in (3, 4, 5)}
labels_two = antisymmetric_states(2, 3)
assert labels[3] == 4 and labels[4] == 1 and labels[5] == 0
assert labels_two == 0

# ---- one-exponent energy from its definition, on a radial grid
grid = np.linspace(1e-9, 15.0, 15001)


def grid_energy(zeta, n, z):
    u = 2 * zeta**1.5 * grid * np.exp(-zeta * grid)
    slope = np.gradient(u, grid, edge_order=2)
    inside = cumulative_trapezoid(u**2, grid, initial=0)
    one = trapezoid(slope**2 - 2 * z * u**2 / grid, grid)
    pair = 4 * trapezoid(u**2 * inside / grid, grid)
    return n * one + n * (n - 1) / 2 * pair


def formula_zeta(n, z):
    return z - 5 * (n - 1) / 16


def formula_energy(n, z):
    return -n * formula_zeta(n, z)**2


grid_min = {}
for n in (2, 3, 4):
    best = minimize_scalar(grid_energy, bounds=(1, 4), args=(n, 3),
                           method="bounded", options={"xatol": 1e-6})
    grid_min[n] = best.fun
    assert abs(best.x - formula_zeta(n, 3)) < 1e-3
    assert abs(best.fun - formula_energy(n, 3)) < 1e-3
simple_binding = formula_energy(3, 3) - formula_energy(4, 3)
assert abs(grid_min[3] - grid_min[4] - 3 / 32) < 1e-3
zeta3, zeta4 = formula_zeta(3, 3), formula_zeta(4, 3)
frozen_cost = grid_energy(zeta3, 4, 3) - grid_energy(zeta3, 3, 3)
relaxation = grid_energy(zeta3, 4, 3) - grid_energy(zeta4, 4, 3)
assert abs(frozen_cost - 19 / 64) < 1e-3
assert abs(relaxation - 25 / 64) < 1e-3

# ---- real spherical harmonics and their triple integrals by quadrature
nodes, weights = np.polynomial.legendre.leggauss(10)
phis = np.arange(20) * 2 * pi / 20
cosines, angles = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
solid = np.repeat(weights, 20) * 2 * pi / 20


def harmonic(l, m):
    k = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - k) / factorial(l + k))
    wave = np.cos(k * angles) if m >= 0 else np.sin(k * angles)
    return norm * (sqrt(2) if m else 1) * lpmv(k, l, cosines) * wave


harmonics = np.array([harmonic(l, m) for l in range(5)
                      for m in range(-l, l + 1)])
triple = np.einsum("kp,ap,bp,p->kab", harmonics, harmonics[:9],
                   harmonics[:9], solid, optimize=True)


def ordered_integral(p1, b1, p2, b2, k):
    # r1 < r2 part of the radial repulsion integral of multipole k
    s = p2 - k - 1
    return sum(factorial(s) / factorial(j) * b2**(j - s - 1)
               * factorial(p1 + k + j) / (b1 + b2)**(p1 + k + j + 1)
               for j in range(s + 1))


def build_basis(shells):
    # radial functions r^(l+1) exp(-a r), lengths in units of a*/Z
    ns = len(shells)
    norm = [sqrt((2*a)**(2*l + 3) / factorial(2*l + 2)) for l, a in shells]
    orbitals = [(i, l*l + l + m) for i, (l, a) in enumerate(shells)
                for m in range(-l, l + 1)]
    shell = np.array([o[0] for o in orbitals])
    lm = np.array([o[1] for o in orbitals])
    size = len(orbitals)
    overlap, one_body = np.zeros((size, size)), np.zeros((size, size))
    for i in range(size):
        for j in range(size):
            if lm[i] != lm[j]:
                continue
            l, a = shells[shell[i]]
            c = shells[shell[j]][1]
            b, p = a + c, 2*l + 2
            f = norm[shell[i]] * norm[shell[j]]
            s0 = f * factorial(p) / b**(p + 1)
            s1 = f * factorial(p - 1) / b**p
            s2 = f * factorial(p - 2) / b**(p - 1)
            overlap[i, j] = s0
            one_body[i, j] = (((l + 1)**2 + l*(l + 1)) * s2
                              - (l + 1) * b * s1 + a * c * s0 - 2 * s1)
    repulsion = np.zeros((size,) * 4)
    pairs = list(product(range(ns), repeat=2))
    power = {q: shells[q[0]][0] + shells[q[1]][0] + 2 for q in pairs}
    rate = {q: shells[q[0]][1] + shells[q[1]][1] for q in pairs}
    for k in range(2 * max(l for l, a in shells) + 1):
        radial = np.zeros((ns,) * 4)
        for q in pairs:
            for t in pairs:
                if k > min(power[q], power[t]) - 2:
                    continue
                radial[q + t] = (norm[q[0]] * norm[q[1]] * norm[t[0]]
                                 * norm[t[1]] * (
                    ordered_integral(power[q], rate[q], power[t], rate[t], k)
                    + ordered_integral(power[t], rate[t], power[q], rate[q],
                                       k)))
        g = triple[k*k:(k + 1)**2][:, lm][:, :, lm]
        repulsion += (8 * pi / (2*k + 1)
                      * np.einsum("qac,qbd->acbd", g, g)
                      * radial[np.ix_(shell, shell, shell, shell)])
    origin = np.array([norm[i] / 2 if q == 0 else 0.0 for i, q in orbitals])
    x = eigh(one_body, overlap)[1]
    repulsion = np.einsum("acbd,ai,cj,bk,dl->ijkl", repulsion, x, x, x, x,
                          optimize=True)
    return x.T @ one_body @ x, repulsion, x.T @ origin


def common_orbital(n, z, h, v):
    # self-consistent orbital shared by all n holes, energies in Z^2 Ry*
    phi = eigh(h)[1][:, 0]
    density = np.outer(phi, phi)
    for _ in range(200):
        fock = h + (n - 1) / z * np.tensordot(v, density, 2)
        eps, vec = eigh(fock)
        density = 0.6 * density + 0.4 * np.outer(vec[:, 0], vec[:, 0])
    phi = vec[:, 0]
    repel = np.einsum("acbd,a,c,b,d", v, phi, phi, phi, phi, optimize=True)
    return n * phi @ h @ phi + n * (n - 1) / 2 * repel / z, eps, vec


def correlated(n, z, basis, contact=0.0, noise=0.0):
    # lowest state of n holes with no symmetry imposed on the wavefunction
    h, v, origin = basis
    h = h - contact * z * np.outer(origin, origin)
    mean_energy, eps, u = common_orbital(n, z, h, v)
    size = len(h)
    ht, unit = u.T @ h @ u, np.eye(size)
    pair_op = np.einsum("acbd,ai,cj,bk,dl->ikjl", v, u, u, u, u,
                        optimize=True).reshape(size**2, size**2) / z
    pair_op += (np.kron(ht, unit) + np.kron(unit, ht)) / (n - 1)

    def apply(psi):
        out = np.zeros_like(psi)
        for i, j in combinations(range(n), 2):
            t = np.moveaxis(psi, (i, j), (0, 1))
            r = (pair_op @ t.reshape(size**2, -1)).reshape(t.shape)
            out += np.moveaxis(r, (0, 1), (i, j))
        return out

    gap = reduce(np.add.outer, [eps - eps[0]] * n) + 0.3
    trial = np.zeros((size,) * n)
    trial[(0,) * n] = 1.0
    if noise:
        rough = np.random.default_rng(1).normal(size=trial.shape)
        trial += noise * rough / np.linalg.norm(rough)
    vectors, images, small = [], [], np.zeros((70, 70))
    for step in range(70):
        for _ in range(2):
            for q in vectors:
                trial = trial - np.vdot(q, trial) * q
            trial = trial / np.linalg.norm(trial)
        vectors.append(trial)
        images.append(apply(trial))
        column = [np.vdot(q, images[-1]) for q in vectors]
        small[step, :step + 1] = small[:step + 1, step] = column
        if step == 0 and not noise:
            assert abs(column[0] - mean_energy) < 1e-6
        values, coeff = eigh(small[:step + 1, :step + 1])
        energy, coeff = values[0], coeff[:, 0]
        state = sum(c * q for c, q in zip(coeff, vectors))
        residual = sum(c * q for c, q in zip(coeff, images)) - energy * state
        if np.linalg.norm(residual) < 1e-4:
            break
        trial = -residual / gap
    assert np.linalg.norm(residual) < 1e-3
    at_centre = n * np.linalg.norm((u.T @ origin)
                                   @ state.reshape(size, -1))**2
    return {"E": z**2 * energy, "mean": z**2 * mean_energy,
            "contact": z**3 * at_centre, "state": state}


sp_shells = ([(0, a) for a in (0.25, 0.45, 0.8, 1.4, 2.5)]
             + [(1, a) for a in (0.5, 1.0, 1.9)])
sp_basis = build_basis(sp_shells)
spd_basis = build_basis(sp_shells + [(2, 1.3)])
sol = {(n, z): correlated(n, z, spd_basis)
       for n, z in ((2, 1), (2, 2), (3, 2), (2, 3), (3, 3), (4, 3), (2, 1.5))}
three, four = sol[3, 3], sol[4, 3]
mean_binding = three["mean"] - four["mean"]
full_binding = three["E"] - four["E"]
sp_binding = (correlated(3, 3, sp_basis)["E"]
              - correlated(4, 3, sp_basis)["E"])
assert four["E"] < four["mean"] < formula_energy(4, 3)
assert three["E"] < three["mean"] < formula_energy(3, 3)
assert mean_binding > 0 and full_binding > 0
assert abs(full_binding - sp_binding) < 0.05

# the lowest state is symmetric even when the search starts unsymmetric
free = correlated(3, 3, spd_basis, noise=0.1)
assert abs(free["E"] - three["E"]) < 1e-4
assert np.linalg.norm(free["state"] - free["state"].swapaxes(0, 2)) < 5e-3

# pair decomposition: a floor under the three-hole energy
three_floor = 6 * sol[2, 1.5]["E"]
assert three["E"] > three_floor
assert four["E"] < three_floor - 0.05

# independent Gaussian-basis calculations of the mapped and two-hole problems
s_gauss = [[0, [0.01 * 2.4**k, 1.0]] for k in range(14)]
hydride = scf.RHF(gto.M(atom="H", charge=-1, basis={"H": s_gauss},
                        verbose=0)).run()
mapped = 36 * hydride.e_tot
assert hydride.converged and abs(mapped - four["mean"]) < 0.01
helium = scf.RHF(gto.M(atom="He", basis="cc-pvqz", verbose=0)).run()
helium_fci = 2 * fci.FCI(helium).kernel()[0]
assert abs(helium_fci - sol[2, 2]["E"]) < 0.01

# extra-hole binding for single, double and triple acceptors
simple_trend = {z: formula_energy(z, z) - formula_energy(z + 1, z)
                for z in (1, 2, 3)}
full_trend = {1: -1.0 - sol[2, 1]["E"],
              2: sol[2, 2]["E"] - sol[3, 2]["E"], 3: full_binding}
assert simple_trend[1] < 0 and simple_trend[2] < 0 and simple_trend[3] > 0
assert min(full_trend.values()) > 0

# two-component contrast: lithium, whose third and fourth carriers are 2s
li_basis = ([[0, [0.008 * 2.5**k, 1.0]] for k in range(14)]
            + [[1, [0.015 * 2.6**k, 1.0]] for k in range(7)])
lithium = {}
for charge in (1, 0, -1):
    mol = gto.M(atom="Li", charge=charge, spin=int(charge == 0),
                basis={"Li": li_basis}, verbose=0)
    field = (scf.UHF(mol) if charge == 0 else scf.RHF(mol))
    field.max_cycle = 200
    field.run()
    cluster = cc.CCSD(field)
    cluster.max_cycle = 150
    cluster.run()
    assert field.converged and cluster.converged
    lithium[charge] = 2 * cluster.e_tot
li_third = lithium[1] - lithium[0]
li_fourth = lithium[0] - lithium[-1]
four_comp_third = sol[2, 3]["E"] - three["E"]
assert 0.02 < li_fourth < 0.07 and four_comp_third > 3 * li_third

# short-range attraction: energy slope equals minus the contact density
kick = 1e-4
slope = (three["E"] - correlated(3, 3, spd_basis, contact=kick)["E"]) / kick
assert abs(slope / three["contact"] - 1) < 0.02
simple_contact = 4 * zeta4**3 - 3 * zeta3**3
full_contact = four["contact"] - three["contact"]

# ---- worked example, rough germanium-like regime
mass, kappa, temperature = 0.2, 16.0, 2.0
rydberg_mev = 1e3 * const.value("Rydberg constant times hc in eV")
bohr_nm = 1e9 * const.value("Bohr radius")
ry = rydberg_mev * mass / kappa**2
radius = bohr_nm * kappa / mass
kt = 1e3 * const.k * temperature / const.e
m_si = mass * const.m_e
per_component = (m_si * const.k * temperature
                 / (2 * pi * const.hbar**2))**1.5 * 1e-6
k_th = sqrt(2 * m_si * const.k * temperature) / const.hbar
counted = quad(lambda x: x*x*exp(-x*x), 0, 10)[0] * k_th**3 / (2*pi**2) * 1e-6
assert abs(counted / per_component - 1) < 1e-6
gamma1, gamma2, gamma3 = 13.0, 4.0, 6.0
gamma_mean = (2 * gamma2 + 3 * gamma3) / 5
heavy, light = 1 / (gamma1 - 2*gamma_mean), 1 / (gamma1 + 2*gamma_mean)


def show(label, value, unit="Ry*", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("label states, 4 components, N=3,4,5:", *labels.values())
print("label states, 2 components, N=3:", labels_two)
show("zeta, 3 holes", zeta3, "1/a*")
show("zeta, 4 holes", zeta4, "1/a*")
show("one-exponent E(3)", formula_energy(3, 3))
show("one-exponent E(4)", formula_energy(4, 3))
show("one-exponent 4th-hole binding", simple_binding, digits=5)
show("cost in unrelaxed orbital", frozen_cost)
show("gain by swelling", relaxation)
show("best common orbital E(3)", three["mean"])
show("best common orbital E(4)", four["mean"])
show("36 x hydride RHF energy", mapped)
show("common-orbital 4th-hole binding", mean_binding, digits=3)
show("correlated E(2), Z=3", sol[2, 3]["E"], digits=3)
show("correlated E(3)", three["E"], digits=3)
show("correlated E(4)", four["E"], digits=3)
show("correlated 4th-hole binding", full_binding, digits=3)
show("same without d orbitals", sp_binding, digits=3)
show("two-hole energy at Z=1.5", sol[2, 1.5]["E"])
show("pair floor under E(3)", three_floor, digits=3)
for z in (1, 2, 3):
    print(f"extra hole, Z={z}: one-exponent {simple_trend[z]:.4f}, "
          f"correlated {full_trend[z]:.3f} Ry*")
show("helium check, this basis", sol[2, 2]["E"])
show("helium check, Gaussian FCI", helium_fci)
show("3rd hole, 4 components", four_comp_third, digits=3)
show("3rd carrier, 2 components (2s)", li_third, digits=3)
show("4th carrier, 2 components (2s)", li_fourth, digits=3)
print(f"example: mass {mass} m_e, kappa {kappa}, T {temperature} K")
show("effective Rydberg", ry, "meV", 2)
show("effective Bohr radius", radius, "nm", 2)
show("orbital length 1/zeta, 3 holes", radius / zeta3, "nm", 2)
show("orbital length 1/zeta, 4 holes", radius / zeta4, "nm", 2)
show("3rd-hole binding, correlated", four_comp_third * ry, "meV", 1)
show("kT", kt, "meV", 3)
for name, b in (("one-exponent", simple_binding),
                ("correlated", full_binding)):
    tail = radius / sqrt(b)
    half = labels[3] / labels[4] * 4 * per_component * exp(-b * ry / kt)
    show(f"{name}: 4th-hole binding", b * ry, "meV", 2)
    show(f"{name}: tail length", tail, "nm", 1)
    show(f"{name}: ionizing field scale", 10 * b * ry / tail, "kV/cm", 2)
    print(f"{name}: free holes for half filling: {half:.1e} cm^-3")
    print(f"{name}: centres 4 tails apart: {1e21/(4*tail)**3:.1e} cm^-3")
print(f"rough band parameters: {gamma1}, {gamma2}, {gamma3}")
print(f"heavy, light mass: {heavy:.3f}, {light:.3f} m_e")
print(f"Ry* for heavy, light mass: {rydberg_mev*heavy/kappa**2:.1f}, "
      f"{rydberg_mev*light/kappa**2:.1f} meV")
print("central cell that deepens a single acceptor by 0.01 Ry*:")
show(" binding change, one-exponent", 0.01 * simple_contact, digits=3)
show(" binding change, correlated", 0.01 * full_contact, digits=3)
print("verified")
```

Printed output:

```
label states, 4 components, N=3,4,5: 4 1 0
label states, 2 components, N=3: 0
zeta, 3 holes: 2.3750 1/a*
zeta, 4 holes: 2.0625 1/a*
one-exponent E(3): -16.9219 Ry*
one-exponent E(4): -17.0156 Ry*
one-exponent 4th-hole binding: 0.09375 Ry*
cost in unrelaxed orbital: 0.2970 Ry*
gain by swelling: 0.3908 Ry*
best common orbital E(3): -17.0933 Ry*
best common orbital E(4): -17.5654 Ry*
36 x hydride RHF energy: -17.5654 Ry*
common-orbital 4th-hole binding: 0.472 Ry*
correlated E(2), Z=3: -14.552 Ry*
correlated E(3): -17.330 Ry*
correlated E(4): -18.041 Ry*
correlated 4th-hole binding: 0.711 Ry*
same without d orbitals: 0.701 Ry*
two-hole energy at Z=1.5: -2.9264 Ry*
pair floor under E(3): -17.558 Ry*
extra hole, Z=1: one-exponent -0.0547, correlated 0.054 Ry*
extra hole, Z=2: one-exponent -0.0234, correlated 0.290 Ry*
extra hole, Z=3: one-exponent 0.0938, correlated 0.711 Ry*
helium check, this basis: -5.8015 Ry*
helium check, Gaussian FCI: -5.8048 Ry*
3rd hole, 4 components: 2.778 Ry*
3rd carrier, 2 components (2s): 0.396 Ry*
4th carrier, 2 components (2s): 0.044 Ry*
example: mass 0.2 m_e, kappa 16.0, T 2.0 K
effective Rydberg: 10.63 meV
effective Bohr radius: 4.23 nm
orbital length 1/zeta, 3 holes: 1.78 nm
orbital length 1/zeta, 4 holes: 2.05 nm
3rd-hole binding, correlated: 29.5 meV
kT: 0.172 meV
one-exponent: 4th-hole binding: 1.00 meV
one-exponent: tail length: 13.8 nm
one-exponent: ionizing field scale: 0.72 kV/cm
one-exponent: free holes for half filling: 3.0e+13 cm^-3
one-exponent: centres 4 tails apart: 5.9e+15 cm^-3
correlated: 4th-hole binding: 7.56 meV
correlated: tail length: 5.0 nm
correlated: ionizing field scale: 15.06 kV/cm
correlated: free holes for half filling: 8.7e-04 cm^-3
correlated: centres 4 tails apart: 1.2e+17 cm^-3
rough band parameters: 13.0, 4.0, 6.0
heavy, light mass: 0.385, 0.043 m_e
Ry* for heavy, light mass: 20.4, 2.3 meV
central cell that deepens a single acceptor by 0.01 Ry*:
 binding change, one-exponent: -0.051 Ry*
 binding change, correlated: 0.020 Ry*
verified
```
